# Whittaker functions and their Wronskian for the radial Coulomb Green's function: a numerical check

```python
# Radial Coulomb Green's function, Hartree atomic units.
# H_l = -1/2 d2/dr2 + l(l+1)/(2r^2) - Z/r, u(0)=0, (H_l - E) g = delta(r - r').
# k = sqrt(-2E), Re k > 0; nu = Z/k; x = 2kr; a = l+1-nu; b = 2l+2.
# Result under test:
#   g = (nu/Z) Gamma(l+1-nu)/(2l+1)! M_{nu,l+1/2}(2k r<) W_{nu,l+1/2}(2k r>),
#   simple poles only at nu = n = l+1+m, E_n = -Z^2/(2n^2), residue -u_nl(r) u_nl(r'),
#   u_nl = sqrt(Z m!/(n^2 (n+l)!)) exp(-x/2) x^(l+1) L_m^(2l+1)(x), x = 2Zr/n.
# Independent road: finite-difference (FD) matrix of H_l, Richardson extrapolated.
import numpy as np
import mpmath as mp
import sympy as sp
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.special import eval_genlaguerre, gammaln
from scipy.constants import physical_constants as pc

mp.mp.dps = 18
EV = pc['Hartree energy in eV'][0]
BOHR_A = pc['Bohr radius'][0] * 1e10
Z, E0, RA, RB = 6, mp.mpf(-3.125), 0.5, 1.2
BOX, STEPS = 40.0, (2e-3, 1e-3)


def show(label, value, unit=''):
    print(f"{label} = {float(mp.re(value)):.8g} {unit}".rstrip())


def close(p, q, tol):
    return abs(p - q) <= tol * abs(q)


def M(nu, l, x):
    return mp.whitm(nu, l + mp.mpf(0.5), x)


def W(nu, l, x):
    return mp.whitw(nu, l + mp.mpf(0.5), x)


def M_series(nu, l, x):
    a, b, term, total, j = l + 1 - nu, 2 * l + 2, mp.mpf(1), mp.mpf(1), 0
    while j < abs(x) + 5 or abs(term) > 1e-20 * abs(total):
        term *= (a + j) * x / ((b + j) * (j + 1))
        total += term
        j += 1
    return mp.exp(-x / 2) * x ** (l + 1) * total


def W_integral(nu, l, x):
    # Laplace integral after N integrations by parts, valid for Re a > -N
    a = l + 1 - nu
    p = 2 * l + 1 - a
    N = max(0, int(mp.ceil(2 - mp.re(a))))
    coef = [mp.binomial(N, j) * (-x) ** (N - j) * mp.fprod([p - i for i in range(j)])
            for j in range(N + 1)]
    sc = abs(x)

    def integrand(s):
        t = s / sc
        poly = sum(c * (1 + t) ** (N - j) for j, c in enumerate(coef))
        return t ** (a + N - 1) * mp.exp(-x * t) * (1 + t) ** (p - N) * poly / sc
    U = (-1) ** N / mp.gamma(a + N) * mp.quad(integrand, [0, 1, 5, 15, 40, 90, 200])
    return mp.exp(-x / 2) * x ** (l + 1) * U


def green(E, l, r, rp, charge=Z):
    k = mp.sqrt(-2 * E)
    nu = charge / k
    return (nu / charge * mp.gamma(l + 1 - nu) / mp.factorial(2 * l + 1)
            * M(nu, l, 2 * k * min(r, rp)) * W(nu, l, 2 * k * max(r, rp)))


def level(n):
    return -Z ** 2 / (2.0 * n ** 2)


def u_res(n, l, r):
    m, x = n - l - 1, 2.0 * Z * r / n
    c = np.sqrt(Z / n ** 2 * np.exp(gammaln(m + 1) - gammaln(n + l + 1)))
    return c * np.exp(-x / 2) * x ** (l + 1) * eval_genlaguerre(m, 2 * l + 1, x)


def gauss(lo, hi, n):
    t, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (hi - lo) * (t + 1) + lo, 0.5 * (hi - lo) * w


def fd_matrix(l, charge, h):
    r = h * np.arange(1, int(round(BOX / h)))
    return r, 1 / h ** 2 + l * (l + 1) / (2 * r ** 2) - charge / r, np.full(len(r) - 1, -0.5 / h ** 2)


def fd_solve(l, charge, h, E, rhs):
    r, d, e = fd_matrix(l, charge, h)
    ab = np.zeros((3, len(r)), complex)
    ab[0, 1:], ab[1], ab[2, :-1] = e, d - complex(E), e
    return solve_banded((1, 1), ab, rhs.astype(complex))


def idx(r, h):
    return int(round(r / h)) - 1


def richardson(coarse, fine):
    return (4 * fine - coarse) / 3


def fd_green(l, charge, E, points):
    out = []
    for h in STEPS:
        rhs = np.zeros(int(round(BOX / h)) - 1)
        rhs[idx(RB, h)] = 1 / h
        sol = fd_solve(l, charge, h, E, rhs)
        out.append(np.array([sol[idx(r, h)] for r in points]))
    return richardson(*out)


def contour(l, centre, radius, npts=16):
    # returns (1/2 pi i) of the loop integrals of g and of (E - centre) g
    steps = [radius * mp.expjpi(mp.mpf(2 * j + 1) / npts) for j in range(npts)]
    vals = [green(centre + s, l, RA, RB) for s in steps]
    return (sum(v * s for v, s in zip(vals, steps)) / npts,
            sum(v * s * s for v, s in zip(vals, steps)) / npts)


# M and W: definitions, radial equation, Wronskian
EC = mp.mpc(2, 3)
for l, E in [(0, E0), (1, E0), (2, E0), (0, EC), (1, EC)]:
    k = mp.sqrt(-2 * E)
    nu = Z / k
    assert close(M_series(nu, l, 2 * k * RB), M(nu, l, 2 * k * RB), 1e-12)
    assert close(W_integral(nu, l, 2 * k * RB), W(nu, l, 2 * k * RB), 1e-9)
    for fun in (M, W):
        u = lambda r: fun(nu, l, 2 * k * r)
        r = mp.mpf(0.7)
        assert close(mp.diff(u, r, 2) / 2, (l * (l + 1) / (2 * r ** 2) - Z / r - E) * u(r), 1e-9)
    for x in (2 * k * 0.1, 2 * k * 1.5):
        wr = (M(nu, l, x) * mp.diff(lambda y: W(nu, l, y), x)
              - mp.diff(lambda y: M(nu, l, y), x) * W(nu, l, x))
        assert close(wr, -mp.factorial(2 * l + 1) / mp.gamma(l + 1 - nu), 1e-9)

# limits; corrections are O(x ln x) at small x and O(1/x) at large x
k0 = mp.sqrt(-2 * E0)
nu0 = Z / k0
for l in (0, 1, 2):
    x = mp.mpf('1e-6')
    assert close(W(nu0, l, x) * x ** l, mp.factorial(2 * l) / mp.gamma(l + 1 - nu0), 1e-3)
dev_w = [W_integral(nu0, 1, x) * mp.exp(x / 2) * x ** (-nu0) - 1 for x in (mp.mpf(200), mp.mpf(400))]
dev_m = [M_series(nu0, 1, x) * mp.exp(-x / 2) * x ** nu0 * mp.gamma(2 - nu0) / 6 - 1
         for x in (mp.mpf(200), mp.mpf(400))]
assert abs(dev_w[1]) < 0.01 and close(dev_w[0] / dev_w[1], 2, 0.05)
assert abs(dev_m[1]) < 0.03 and close(dev_m[0] / dev_m[1], 2, 0.05)

# integer nu: W proportional to M and to a Laguerre polynomial; pole of Gamma
for n, l in [(2, 0), (3, 1), (4, 1)]:
    m, x = n - l - 1, mp.mpf(3.3)
    w_int = W_integral(mp.mpf(n), l, x)
    assert close(w_int, (-1) ** m * mp.factorial(n + l) / mp.factorial(2 * l + 1)
                 * M_series(mp.mpf(n), l, x), 1e-9)
    assert close(w_int, (-1) ** m * mp.factorial(m) * mp.exp(-x / 2) * x ** (l + 1)
                 * float(eval_genlaguerre(m, 2 * l + 1, 3.3)), 1e-9)
    eps = mp.mpf('1e-8')
    assert close(mp.gamma(-m - eps) * eps, (-1) ** (m + 1) / mp.factorial(m), 1e-6)

# g against the inverse of the FD matrix (grid error sets the tolerance)
points = (RA, RB, 2.0)
for l, charge, E in [(0, Z, E0), (1, Z, E0), (2, Z, E0), (0, Z, EC), (1, Z, EC), (1, -Z, E0)]:
    for r, ref in zip(points, fd_green(l, charge, E, points)):
        assert close(complex(green(E, l, r, RB, charge)), ref, 1e-5)
_, d, e = fd_matrix(0, -Z, STEPS[0])
assert eigh_tridiagonal(d, e, eigvals_only=True, select='i', select_range=(0, 0))[0] > 0

# FD eigenpairs: levels and products u(RA) u(RB)
fd_level, fd_prod, ground = {}, {}, []
for l in (0, 1, 2):
    lev, prod = [], []
    for h in STEPS:
        r, d, e = fd_matrix(l, Z, h)
        val, vec = eigh_tridiagonal(d, e, select='i', select_range=(0, 2))
        lev.append(val)
        prod.append(vec[idx(RA, h)] * vec[idx(RB, h)] / h)
        if l == 0:
            ground.append((h, r, val[0], vec[:, 0] / np.sqrt(h)))
    for m in range(3):
        fd_level[l + 1 + m, l] = richardson(*lev)[m]
        fd_prod[l + 1 + m, l] = richardson(*prod)[m]
        assert close(fd_level[l + 1 + m, l], level(l + 1 + m), 1e-6)

# residues by contour integration, simple poles, normalisation, empty loops
rq, wq = gauss(0, 40, 300)
residue = {}
for n, l in [(1, 0), (2, 0), (2, 1), (3, 1), (3, 2)]:
    res, second = contour(l, mp.mpf(level(n)), 0.25 * (level(n + 1) - level(n)))
    residue[n, l] = res
    assert close(complex(res), -fd_prod[n, l], 1e-5)
    assert abs(res + u_res(n, l, RA) * u_res(n, l, RB)) < 1e-7
    assert abs(second) < 1e-7
    assert abs(np.sum(wq * u_res(n, l, rq) ** 2) - 1) < 1e-10
empty = [contour(1, mp.mpf(level(1)), 3.0)[0], contour(2, mp.mpf(level(2)), 0.6)[0],
         contour(1, mp.mpf(-3.25), 0.3)[0]]
assert max(abs(z) for z in empty) < 1e-7

# g acting on an eigenfunction
acted = 0
for lo, hi in [(0, RA), (RA, 2), (2, 6), (6, 10)]:
    r, w = gauss(lo, hi, 20)
    acted += sum(float(wi * u_res(2, 1, ri)) * green(E0, 1, RA, float(ri)) for ri, wi in zip(r, w))
assert close(acted, u_res(2, 1, RA) / (level(2) - E0), 1e-8)

# static dipole polarizability of 1s: Green's function, FD solve, symbolic solution
c, wc = gauss(-1, 1, 6)
ang = float((2 * np.pi * np.sum(wc * c ** 2) * np.sqrt(3) / (4 * np.pi)) ** 2)
src = lambda r: r * u_res(1, 0, r)
ro, wo = gauss(0, 5, 60)
pref1 = float(mp.gamma(2 - 1) / (Z * mp.factorial(3)))
alpha_g = 0.0
for r, w in zip(ro, wo):
    ri, wi = gauss(0, r, 30)
    xi, term, tot = 2 * Z * ri, np.ones(30), np.ones(30)
    for j in range(250):
        term = term * (1 + j) * xi / ((4 + j) * (j + 1))
        tot = tot + term
    inner = np.sum(wi * src(ri) * np.exp(-xi / 2) * xi ** 2 * tot)
    alpha_g += 4 * ang * pref1 * w * src(r) * float(mp.re(W(1, 1, mp.mpf(2 * Z * float(r))))) * inner
a_fd = [2 * ang * h * np.sum(r * u * fd_solve(1, Z, h, e1, r * u).real) for h, r, e1, u in ground]
alpha_fd = richardson(*a_fd)
rs, zs = sp.symbols('r Z', positive=True)
u1 = 2 * zs ** sp.Rational(3, 2) * rs * sp.exp(-zs * rs)
f = (rs / zs ** 2 + rs ** 2 / (2 * zs)) * u1
assert sp.simplify(-sp.diff(f, rs, 2) / 2 + (1 / rs ** 2 - zs / rs + zs ** 2 / 2) * f - rs * u1) == 0
alpha_sym = sp.simplify(sp.Rational(2, 3) * sp.integrate(sp.expand(rs * u1 * f), (rs, 0, sp.oo)))
alpha_exact = float(alpha_sym.subs(zs, Z))
assert abs(ang - 1 / 3) < 1e-12
assert close(alpha_g, alpha_fd, 1e-5) and close(alpha_g, alpha_exact, 1e-8)

# pole share; terms fall as 1/n^3, the tail beyond NMAX is added from the last term
NMAX = 400
rb, wb = gauss(0, 7, 100)
terms = np.array([2 * ang * np.sum(wb * src(rb) * u_res(n, 1, rb)) ** 2 / (level(n) - level(1))
                  for n in range(2, NMAX + 1)])
alpha_bound = terms.sum() + terms[-1] * NMAX ** 3 / (2 * (NMAX + 0.5) ** 2)
h, r, e1, u = ground[0]
_, d, e = fd_matrix(1, Z, h)
val, vec = eigh_tridiagonal(d, e, select='v', select_range=(-100, 0))
share_fd = np.sum(2 * ang * h * (vec.T @ (r * u)) ** 2 / (val - e1)) / a_fd[0]
# one box level at threshold carries about 0.003 of the total
assert abs(share_fd - alpha_bound / alpha_g) < 0.005 and share_fd < 0.9

# worked example: C5+, fixed nucleus, nonrelativistic
g0 = green(E0, 1, RA, RB)
pole = lambda n: float(u_res(n, 1, RA) * u_res(n, 1, RB) / (level(n) - float(E0)))
bound = sum(pole(n) for n in range(2, NMAX + 1)) + pole(NMAX) * NMAX ** 3 / (2 * (NMAX + 0.5) ** 2)
print("C5+ example, l = 1")
show("Z", Z); show("E", E0, "hartree"); show("r", RA, "bohr"); show("r'", RB, "bohr")
show("k", k0, "1/bohr"); show("nu", nu0); show("x<", 2 * k0 * RA); show("x>", 2 * k0 * RB)
show("Gamma(2-nu)", mp.gamma(2 - nu0))
show("Wronskian in x", -6 / mp.gamma(2 - nu0))
show("prefactor C", mp.gamma(2 - nu0) / (6 * k0), "1/(hartree bohr)")
show("M(x<)", M(nu0, 1, 2 * k0 * RA)); show("W(x>)", W(nu0, 1, 2 * k0 * RB))
show("g Whittaker", g0, "1/(hartree bohr)")
show("g FD inverse", fd_green(1, Z, E0, points)[0].real, "1/(hartree bohr)")
print(f"FD grid: box {BOX:g} bohr, steps {STEPS[0]:g} and {STEPS[1]:g} bohr")
show("E_1", level(1), "hartree"); show("E_1", level(1) * EV, "eV")
for n in (2, 3):
    show(f"E_{n}", level(n), "hartree"); show(f"E_{n}", level(n) * EV, "eV")
    show(f"E_{n}p FD", fd_level[n, 1], "hartree")
    show(f"dE/dnu at n={n}", Z ** 2 / n ** 3, "hartree")
    show(f"u_{n}p(r)", u_res(n, 1, RA), "bohr^-1/2"); show(f"u_{n}p(r')", u_res(n, 1, RB), "bohr^-1/2")
    show(f"residue {n}p contour", residue[n, 1], "1/bohr")
    show(f"-u u {n}p formula", -u_res(n, 1, RA) * u_res(n, 1, RB), "1/bohr")
    show(f"-u u {n}p FD", -fd_prod[n, 1], "1/bohr")
    show(f"pole term {n}p in g", pole(n), "1/(hartree bohr)")
print(f"largest empty-loop integral = {float(max(abs(z) for z in empty)):.1e} 1/bohr")
print(f"all pole terms in g (n<={NMAX} + tail) = {bound:.6f} 1/(hartree bohr)")
print(f"cut part of g = {float(mp.re(g0)) - bound:.6f} 1/(hartree bohr)")
show("int g u_2p dr'", acted, "bohr^-1/2/hartree")
show("u_2p(r)/(E_2-E)", u_res(2, 1, RA) / (level(2) - E0), "bohr^-1/2/hartree")
show("angular factor", ang)
print(f"alpha symbolic = {alpha_sym} bohr^3")
show("alpha closed form", alpha_exact, "bohr^3")
show("alpha from g", alpha_g, "bohr^3"); show("alpha FD", alpha_fd, "bohr^3")
show("alpha from g", alpha_g * BOHR_A ** 3, "angstrom^3")
show("alpha 2p pole", terms[0], "bohr^3")
print(f"alpha all poles = {alpha_bound:.6e} bohr^3")
print(f"2p share = {terms[0] / alpha_g:.4f}")
print(f"pole share = {alpha_bound / alpha_g:.4f}")
print(f"cut share = {1 - alpha_bound / alpha_g:.4f}")
print(f"negative-energy share in FD box = {share_fd:.3f}")
print("all good")
```

Printed output:

```
C5+ example, l = 1
Z = 6
E = -3.125 hartree
r = 0.5 bohr
r' = 1.2 bohr
k = 2.5 1/bohr
nu = 2.4
x< = 2.5
x> = 6
Gamma(2-nu) = -3.7229806
Wronskian in x = 1.6116119
prefactor C = -0.24819871 1/(hartree bohr)
M(x<) = 1.2564694
W(x>) = 2.7254659
g Whittaker = -0.84994762 1/(hartree bohr)
g FD inverse = -0.84994762 1/(hartree bohr)
FD grid: box 40 bohr, steps 0.002 and 0.001 bohr
E_1 = -18 hartree
E_1 = -489.80495 eV
E_2 = -4.5 hartree
E_2 = -122.45124 eV
E_2p FD = -4.5 hartree
dE/dnu at n=2 = 4.5 hartree
u_2p(r) = 1.0040857 bohr^-1/2
u_2p(r') = 0.70823089 bohr^-1/2
residue 2p contour = -0.71112452 1/bohr
-u u 2p formula = -0.71112452 1/bohr
-u u 2p FD = -0.71112452 1/bohr
pole term 2p in g = -0.51718147 1/(hartree bohr)
E_3 = -2 hartree
E_3 = -54.422772 eV
E_3p FD = -2 hartree
dE/dnu at n=3 = 1.3333333 hartree
u_3p(r) = 0.49050592 bohr^-1/2
u_3p(r') = -0.27868555 bohr^-1/2
residue 3p contour = 0.13669691 1/bohr
-u u 3p formula = 0.13669691 1/bohr
-u u 3p FD = 0.13669691 1/bohr
pole term 3p in g = -0.12150837 1/(hartree bohr)
largest empty-loop integral = 7.0e-11 1/bohr
all pole terms in g (n<=400 + tail) = -0.728360 1/(hartree bohr)
cut part of g = -0.121587 1/(hartree bohr)
int g u_2p dr' = -0.73024416 bohr^-1/2/hartree
u_2p(r)/(E_2-E) = -0.73024416 bohr^-1/2/hartree
angular factor = 0.33333333
alpha symbolic = 9/(2*Z**4) bohr^3
alpha closed form = 0.0034722222 bohr^3
alpha from g = 0.0034722222 bohr^3
alpha FD = 0.0034722222 bohr^3
alpha from g = 0.00051453025 angstrom^3
alpha 2p pole = 0.0022836583 bohr^3
alpha all poles = 2.826588e-03 bohr^3
2p share = 0.6577
pole share = 0.8141
cut share = 0.1859
negative-energy share in FD box = 0.814
all good
```
